**Rounding, basis reduction and the first Brillouin zone**

The program tests the mapping of $\mathbf k=\sum_i x_i\mathbf b_i$ into the first zone, where $\mathbf b_i$ are primitive reciprocal vectors and $\mathbf G=\sum_i n_i\mathbf b_i$ are reciprocal lattice vectors. It reduces each basis until $\mathbf b_1,\mathbf b_2,\mathbf b_3$ and $\mathbf b_0=-\mathbf b_1-\mathbf b_2-\mathbf b_3$ have no positive mutual scalar product, rounds the coordinates, and searches the 27 vectors with $n_i\in\{-1,0,1\}$. For 3080 points in 154 lattices, it asserts that the length found agrees with a bounded exhaustive search. It also asserts that successive sorted coordinates of a shortest vector differ by at most 1/2; the largest difference found is 0.5000. In the hexagonal example, rounding leaves $|\mathbf k|=2.0537$ Å$^{-1}$, while the search gives 1.4534 Å$^{-1}$; the same search in a skewed basis fails. The lowest Bloch energy in a weak model potential is asserted to agree at the two equivalent points, although their values of $\hbar^2|\mathbf k|^2/2m$ are 16.07 and 8.05 eV. On a 300 by 300 grid, one sixth of the rounding cell lies outside the zone, and the mean in-plane free-electron energy is too large by a factor of 1.2000.

## Verification by program

```python
# Result under test: wrapping reduced coordinates x_i into (-1/2, 1/2] does not
# in general put k = sum x_i b_i into the first Brillouin zone (the points no
# farther from 0 than from any other reciprocal vector G). It always does so only
# for orthogonal b_i. In an obtuse basis (b_i.b_j <= 0 for all pairs of b1, b2, b3
# and b0 = -b1-b2-b3), wrapping followed by a search over the 27 vectors
# G = sum n_i b_i, n_i in {-1,0,1}, gives a shortest representative.
# Rows of a basis array are the vectors b_i. Lengths: angstrom; energies: eV.
import itertools
import numpy as np
from scipy import constants as const

rng = np.random.default_rng(7)
SHIFTS = np.array(list(itertools.product((-1, 0, 1), repeat=3)))
HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e20  # eV angstrom^2
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10


def wrap(x):
    """Equivalent coordinates in (-1/2, 1/2]."""
    return x - np.ceil(x - 0.5)


def search27(basis, k):
    """Wrap k in this basis, then return the shortest of 27 neighbours and its n."""
    x = wrap(k @ np.linalg.inv(basis))
    candidates = (x - SHIFTS) @ basis
    best = np.argmin(np.sum(candidates**2, axis=1))
    return candidates[best], SHIFTS[best]


def exhaustive(basis, k, radius):
    """Shortest k-G, from all G that can satisfy |k-G| <= radius."""
    inverse = np.linalg.inv(basis)
    x = k @ inverse
    # |x_i-n_i| <= radius * |column i of the inverse basis|
    reach = np.ceil(radius * np.linalg.norm(inverse, axis=0) + 0.5).astype(int)
    axes = [np.arange(-r, r + 1) + int(np.round(c)) for r, c in zip(reach, x)]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    vectors = k - n @ basis
    return vectors[np.argmin(np.sum(vectors**2, axis=1))]


def obtuse_superbase(basis):
    """Four vectors with zero sum and no positive mutual scalar product."""
    s = np.vstack([basis, -basis.sum(axis=0)])
    for _ in range(1000):
        dots = s @ s.T
        np.fill_diagonal(dots, -np.inf)
        i, j = np.unravel_index(np.argmax(dots), dots.shape)
        if dots[i, j] <= 1e-10:
            return s
        before = np.sum(s**2)
        old = s[i].copy()
        for m in set(range(4)) - {i, j}:
            s[m] += old
        s[i] = -old
        # the promised decrease, measured on the vectors themselves
        assert abs(before - np.sum(s**2) - 2 * dots[i, j]) < 1e-8
    raise AssertionError("reduction did not end")


# ---- search, gap lemma and failure of wrapping on many lattices ----
lattices = [
    np.array([[-1., 1, 1], [1, -1, 1], [1, 1, -1]]),
    np.array([[0., 1, 1], [1, 0, 1], [1, 1, 0]]),
    np.array([[1., 0, 0], [0.5, np.sqrt(0.75), 0], [0, 0, 0.6]]),
    np.diag([1., 1.7, 0.6]),
]
for _ in range(150):
    body = np.eye(3) + rng.uniform(-0.3, 0.3, (3, 3))
    body *= rng.uniform(1, 3, (3, 1))
    skew = np.eye(3)
    skew[np.triu_indices(3, 1)] = rng.integers(-2, 3, 3)
    lattices.append(skew @ body)

tested = 0
largest_gap = 0.0
for basis in lattices:
    superbase = obtuse_superbase(basis)
    reduced = superbase[:3]
    transform = reduced @ np.linalg.inv(basis)
    assert np.allclose(transform, np.round(transform), atol=1e-8)
    assert abs(abs(np.linalg.det(transform)) - 1) < 1e-8
    # squared length as a sum over pairs of the superbase
    y = np.r_[0, rng.normal(size=3)]
    pair_sum = sum(-superbase[i] @ superbase[j] * (y[i] - y[j])**2
                   for i, j in itertools.combinations(range(4), 2))
    assert np.isclose(np.sum((y @ superbase)**2), pair_sum)
    generic = rng.uniform(-2, 2, (12, 3))
    special = rng.integers(-4, 5, (8, 3)) / 4
    for x in np.vstack([generic, special]):
        k = x @ reduced
        found, _ = search27(reduced, k)
        length = np.linalg.norm(found)
        shortest = exhaustive(basis, k, length + 1e-9)
        assert abs(length - np.linalg.norm(shortest)) < 1e-8
        levels = np.sort(np.r_[0, shortest @ np.linalg.inv(reduced)])
        largest_gap = max(largest_gap, np.max(np.diff(levels)))
        tested += 1
    overlap = basis[0] @ basis[1]
    if abs(overlap) > 1e-6:
        eps = 0.5 * abs(overlap) / (basis[0] @ basis[0] + abs(overlap))
        k = 0.5 * (1 - eps) * (basis[0] + np.sign(overlap) * basis[1])
        x = k @ np.linalg.inv(basis)
        assert np.allclose(wrap(x), x)
        assert np.linalg.norm(k) > np.linalg.norm(k - basis[0])
assert largest_gap <= 0.5 + 1e-8

orthogonal = np.diag([1., 1.7, 0.6])
for x in rng.uniform(-2, 2, (200, 3)):
    k = wrap(x) @ orthogonal
    best = exhaustive(orthogonal, k, np.linalg.norm(k) + 1e-9)
    assert np.isclose(np.linalg.norm(k), np.linalg.norm(best))

# ---- hexagonal counter-example ----
a, c = 2.5, 4.0
direct = np.array([[a, 0, 0], [-a / 2, a * np.sqrt(3) / 2, 0], [0, 0, c]])
B = 2 * np.pi * np.linalg.inv(direct).T
b = np.linalg.norm(B[0])
angle = np.degrees(np.arccos(B[0] @ B[1] / b**2))
assert np.isclose(b, 4 * np.pi / (np.sqrt(3) * a)) and np.isclose(angle, 60)
x_input = np.array([1.45, -0.65, 0.25])
x_wrapped = wrap(x_input)
k_wrapped = x_wrapped @ B
R = np.diag([-1., 1., 1.]) @ B
R4 = np.vstack([R, -R.sum(axis=0)])
R_dots = R4 @ R4.T
assert np.max(R_dots[np.triu_indices(4, 1)]) < 1e-10
x_in_R = wrap(x_input @ B @ np.linalg.inv(R))
assert np.allclose(x_in_R @ R, k_wrapped)  # reduction alone changes nothing here
k_zone, n_zone = search27(R, x_input @ B)
x_zone = k_zone @ np.linalg.inv(B)
k_check = exhaustive(B, x_input @ B, np.linalg.norm(k_wrapped))
assert np.allclose(k_zone, k_check)
assert np.linalg.norm(k_zone) < np.linalg.norm(k_wrapped) - 0.1
assert np.allclose(k_wrapped - k_zone, B[0])

# ---- the same search in a skewed basis of the same lattice ----
S = np.array([B[0], B[1] + 3 * B[0], B[2]])
k_skew, _ = search27(S, x_input @ B)
x_skew_wrapped = wrap(x_input @ B @ np.linalg.inv(S))
x_skew = k_skew @ np.linalg.inv(B)
assert np.linalg.norm(k_skew) > np.linalg.norm(k_zone) + 0.1

# ---- lowest Bloch energy in a weak in-plane periodic potential ----
V = -1.0
plane_n = np.array(list(itertools.product(range(-7, 8), repeat=2)))
difference = plane_n[:, None] - plane_n[None]
d1, d2 = difference[..., 0], difference[..., 1]
first_shell = (d1**2 + d2**2 + d1 * d2) == 1


def lowest_band(k):
    waves = k + plane_n @ B[:2]
    H = np.diag(HB2M * np.sum(waves**2, axis=1)) + V * first_shell
    return np.linalg.eigvalsh(H)[0]


band_wrapped, band_zone = lowest_band(k_wrapped), lowest_band(k_zone)
assert abs(band_wrapped - band_zone) < 1e-8
E_wrapped = HB2M * k_wrapped @ k_wrapped
E_zone = HB2M * k_zone @ k_zone

# ---- misplaced area and mean in-plane free-electron energy ----
N = 300
u = (np.arange(N) + 0.5) / N - 0.5
x1, x2 = np.meshgrid(u, u, indexing="ij")
points = x1[..., None] * B[0] + x2[..., None] * B[1]
k2_wrapped = np.sum(points**2, axis=-1)
k2_zone = k2_wrapped.copy()
for n1, n2 in itertools.product(range(-2, 3), repeat=2):
    shifted = points - n1 * B[0] - n2 * B[1]
    k2_zone = np.minimum(k2_zone, np.sum(shifted**2, axis=-1))
outside = k2_zone < k2_wrapped - 1e-9
predicted = ((2 * x1 + x2 > 1 + 1e-9) | (x1 + 2 * x2 > 1 + 1e-9)
             | (2 * x1 + x2 < -1 - 1e-9) | (x1 + 2 * x2 < -1 - 1e-9))
assert np.array_equal(outside, predicted)
fraction = outside.mean()
assert abs(fraction - 1 / 6) < 3e-3  # boundary cells: error of order 1/N
mean_wrapped, mean_zone = HB2M * k2_wrapped.mean(), HB2M * k2_zone.mean()
# midpoint quadrature: error of order 1/N^2
assert abs(mean_wrapped / (HB2M * b**2 / 6) - 1) < 2e-4
assert abs(mean_zone / (HB2M * 5 * b**2 / 36) - 1) < 2e-4


def show(v):
    return "(" + ", ".join(f"{t + 0.0:.4f}" for t in v) + ")"


print(f"lattice constant a = {a:.2f} angstrom")
print(f"lattice constant c = {c:.2f} angstrom")
print(f"length of b1 and b2 = {b:.4f} 1/angstrom")
print(f"length of b3 = {np.linalg.norm(B[2]):.4f} 1/angstrom")
print(f"angle between b1 and b2 = {angle:.1f} degrees")
print(f"hbar^2/(2m) = {HB2M:.5f} eV angstrom^2")
print("input coordinates =", show(x_input))
print("rounded coordinates =", show(x_wrapped))
print("rounded coordinates, basis (-b1,b2,b3) =", show(x_in_R))
print("shift n found in basis (-b1,b2,b3) =", n_zone.tolist())
print("first-zone coordinates in (b1,b2,b3) =", show(x_zone))
print("rounded k, Cartesian, 1/angstrom =", show(k_wrapped))
print("first-zone k, Cartesian, 1/angstrom =", show(k_zone))
print(f"|k| after rounding = {np.linalg.norm(k_wrapped):.4f} 1/angstrom")
print(f"|k| in first zone = {np.linalg.norm(k_zone):.4f} 1/angstrom")
print(f"|k| in first zone = {np.linalg.norm(k_zone) * BOHR:.4f} 1/bohr")
print(f"free-electron energy, rounded k = {E_wrapped:.4f} eV")
print(f"free-electron energy, first-zone k = {E_zone:.4f} eV")
print(f"free-electron energy, first-zone k = {E_zone / HARTREE:.5f} hartree")
print(f"potential coefficient, six shortest G = {V:.2f} eV")
print(f"lowest Bloch energy, rounded k = {band_wrapped:.6f} eV")
print(f"lowest Bloch energy, first-zone k = {band_zone:.6f} eV")
print("rounded coordinates, skewed basis =", show(x_skew_wrapped))
print("skewed search result in (b1,b2,b3) =", show(x_skew))
print(f"|k| from skewed search = {np.linalg.norm(k_skew):.4f} 1/angstrom")
print(f"grid points per in-plane direction = {N}")
print(f"fraction of rounding cell outside zone = {fraction:.4f}")
print(f"mean in-plane energy, rounding cell = {mean_wrapped:.4f} eV")
print(f"mean in-plane energy, first zone = {mean_zone:.4f} eV")
print(f"ratio of these means = {mean_wrapped / mean_zone:.4f}")
print(f"lattices in search test = {len(lattices)}")
print(f"k points in search test = {tested}")
print(f"largest sorted-coordinate gap found = {largest_gap:.4f}")
print("PASS")
```

Running it gives:

```
lattice constant a = 2.50 angstrom
lattice constant c = 4.00 angstrom
length of b1 and b2 = 2.9021 1/angstrom
length of b3 = 1.5708 1/angstrom
angle between b1 and b2 = 60.0 degrees
hbar^2/(2m) = 3.80998 eV angstrom^2
input coordinates = (1.4500, -0.6500, 0.2500)
rounded coordinates = (0.4500, 0.3500, 0.2500)
rounded coordinates, basis (-b1,b2,b3) = (-0.4500, 0.3500, 0.2500)
shift n found in basis (-b1,b2,b3) = [-1, 0, 0]
first-zone coordinates in (b1,b2,b3) = (-0.5500, 0.3500, 0.2500)
rounded k, Cartesian, 1/angstrom = (1.1310, 1.6687, 0.3927)
first-zone k, Cartesian, 1/angstrom = (-1.3823, 0.2177, 0.3927)
|k| after rounding = 2.0537 1/angstrom
|k| in first zone = 1.4534 1/angstrom
|k| in first zone = 0.7691 1/bohr
free-electron energy, rounded k = 16.0700 eV
free-electron energy, first-zone k = 8.0480 eV
free-electron energy, first-zone k = 0.29576 hartree
potential coefficient, six shortest G = -1.00 eV
lowest Bloch energy, rounded k = 7.450395 eV
lowest Bloch energy, first-zone k = 7.450395 eV
rounded coordinates, skewed basis = (0.4000, 0.3500, 0.2500)
skewed search result in (b1,b2,b3) = (0.4500, 0.3500, 0.2500)
|k| from skewed search = 2.0537 1/angstrom
grid points per in-plane direction = 300
fraction of rounding cell outside zone = 0.1667
mean in-plane energy, rounding cell = 5.3479 eV
mean in-plane energy, first zone = 4.4567 eV
ratio of these means = 1.2000
lattices in search test = 154
k points in search test = 3080
largest sorted-coordinate gap found = 0.5000
PASS
```
